# Circular and unpolarized light in symmetric two-beam imaging

**Q:** I want to print fine lines with two beams that cross in the resist, and I would choose circular polarization over unpolarized light. In circular light the two field components have a fixed phase relation. In unpolarized light that relation is random. More order in the light should give a sharper image.

**A:** Let us see whether that phase relation reaches the image. Take $z$ along the surface normal, pointing into the resist, and let the lines run along $y$. The two beams travel in the $xz$ plane at angles $+\theta$ and $-\theta$ to $z$, measured inside the resist. I assume that

- the beams are equally strong and come from the same source, so that whatever state the light has at an instant enters both;
- mask and lens treat the two polarization components alike;
- the resist is isotropic and absorbs weakly, and nothing is reflected from below.

In atomic units the wavenumber is $k=n\omega/c$, where $n$ is the refractive index of the resist and $c=1/\alpha$, with $\alpha$ the fine-structure constant. The time factor is $e^{-i\omega t}$.

**Q:** And the polarization components?

**A:** TE is the component along $y$, perpendicular to the plane of the beams. TM lies in that plane. With TE amplitude $a$ and TM amplitude $b$, both complex, the beams are

$$\mathbf E_\pm=(a\,\hat{\mathbf y}+b\,\mathbf t_\pm)\,e^{ik(\pm x\sin\theta+z\cos\theta)},\qquad \mathbf t_\pm=(\cos\theta,\,0,\,\mp\sin\theta).$$

The signs in $\mathbf t_\pm$ follow from transversality: for the upper sign, $(\sin\theta,0,\cos\theta)\cdot(\cos\theta,0,-\sin\theta)=0$. The lens turns the TM vector with its ray and leaves the TE vector alone.

**Q:** So each circular beam has $|a|=|b|$ and a quarter-cycle delay, $a=\pm ib$. Now add the beams.

**A:** The factor $e^{ikz\cos\theta}$ is common to both and has modulus one, so it drops out of the intensity. Define the fringe phase $\phi=2kx\sin\theta$. The $x$ and $y$ components have equal signs in the two beams and add as $e^{i\phi/2}+e^{-i\phi/2}=2\cos(\phi/2)$. The $z$ components have opposite signs and give $-(e^{i\phi/2}-e^{-i\phi/2})=-2i\sin(\phi/2)$. Hence

$$E_y=2a\cos\tfrac{\phi}{2},\qquad E_x=2b\cos\theta\cos\tfrac{\phi}{2},\qquad E_z=-2ib\sin\theta\sin\tfrac{\phi}{2}.$$

The resist absorbs in proportion to the time average of the squared electric field, which is $|\mathbf E|^2/2$. I drop the constant half:

$$|\mathbf E|^2=4|a|^2\cos^2\tfrac{\phi}{2}+4|b|^2\left(\cos^2\theta\cos^2\tfrac{\phi}{2}+\sin^2\theta\sin^2\tfrac{\phi}{2}\right).$$

Look for the relative phase of $a$ and $b$.

**Q:** It is not there. Only $|a|^2$ and $|b|^2$ appear.

**A:** A phase between two fields affects the intensity through their scalar product. Here $a$ multiplies vectors along $y$, and $b$ multiplies vectors in the $xz$ plane. Their product is zero within each beam and also between the beams, so the quarter-cycle delay has nothing to act on.

**Q:** What contrast does this leave?

**A:** Use $2\cos^2(\phi/2)=1+\cos\phi$ and $2\sin^2(\phi/2)=1-\cos\phi$. The TM bracket, doubled, becomes

$$\cos^2\theta\,(1+\cos\phi)+\sin^2\theta\,(1-\cos\phi)=1+\cos2\theta\cos\phi,$$

and therefore

$$|\mathbf E|^2=2|a|^2(1+\cos\phi)+2|b|^2(1+\cos2\theta\cos\phi).$$

Write this as $I_0(1+C\cos\phi)$, with $I_0=2(|a|^2+|b|^2)$. The contrast $C$ is

$$C=\frac{|a|^2+|b|^2\cos2\theta}{|a|^2+|b|^2}.$$

Let $S=(|a|^2-|b|^2)/(|a|^2+|b|^2)$ be the excess of TE power. The TE and TM shares are then $(1+S)/2$ and $(1-S)/2$, so

$$C=\frac{1+\cos2\theta}{2}+S\,\frac{1-\cos2\theta}{2}=\cos^2\theta+S\sin^2\theta.$$

Circular light has $S=0$, so its contrast is $\cos^2\theta$.

**Q:** And unpolarized light?

**A:** Its amplitudes fluctuate, with equal average powers, $\langle|a|^2\rangle=\langle|b|^2\rangle$. The intensity is linear in these two powers, so averaging it means inserting their averages. That gives $S=0$ again. At equal total power the two images agree at every point, not merely in contrast. Linear light at 45 degrees to the $y$ axis, with $a=b$, gives the same image too. What counts is the TE share, not the degree of polarization.

**Q:** Then what spoils the contrast, if it is not the disorder?

**A:** The geometry of the TM vectors. The two TE vectors are parallel and can cancel completely. The two TM vectors have the scalar product $\mathbf t_+\cdot\mathbf t_-=\cos^2\theta-\sin^2\theta=\cos2\theta$. At the dark line, $\phi=\pi$, the $x$ and $y$ components vanish, but $E_z$ is at its largest. Beyond $\theta=45^\circ$ the TM contrast is negative: its bright lines fall where the TE image is dark.

**Q:** Still, light should not deliver energy to a place where the beams cancel. Does the power flow show the same poor contrast?

**A:** The flow along $z$ does not. For each plane wave $\mathbf H=n\,\hat{\mathbf k}\times\mathbf E$, up to a constant set by the units. From $\hat{\mathbf k}_\pm\times\hat{\mathbf y}=(-\cos\theta,0,\pm\sin\theta)$ and $\hat{\mathbf k}_\pm\times\mathbf t_\pm=\hat{\mathbf y}$, the sums are

$$H_x=-2na\cos\theta\cos\tfrac{\phi}{2},\qquad H_y=2nb\cos\tfrac{\phi}{2}.$$

The normal flux is then proportional to

$$\mathrm{Re}(E_xH_y^*-E_yH_x^*)=4n\cos\theta\,(|a|^2+|b|^2)\cos^2\tfrac{\phi}{2},$$

which has contrast 1 for any polarization. But the exposure follows the absorbed power per volume, and this is proportional to $|\mathbf E|^2$, including $E_z$. In an absorbing resist the power taken up at the dark line arrives sideways, by a small flow along $x$. The value $\cos^2\theta$ is a statement about electric intensity.

**Q:** Give me numbers for a real kind of exposure.

**A:** Take water-immersion lithography with an ArF laser, with these inputs, chosen near typical values: vacuum wavelength $\lambda=193.4$ nm (a photon energy of 6.411 eV), water index 1.44 and resist index 1.70. Let the period be $p=90.0$ nm, or 900 angstrom. The fringe phase advances by $2\pi$ over one period, so $2kp\sin\theta=2\pi$. With $k=2\pi n/\lambda$ this gives

$$\sin\theta=\frac{\lambda}{2np}=\frac{193.4}{2\times1.70\times90.0}=0.632,\qquad \theta=39.2^\circ.$$

The numerical aperture in use is $n\sin\theta=1.074$. The contrasts are

- TE: $1$
- TM: $\cos2\theta=0.201$
- circular or unpolarized: $(1+0.201)/2=0.6005=\cos^2\theta$

For circular light the intensity swings between 1.60 and 0.40 times its mean. Another measure of sharpness is the normalized log-slope, the line width times $|d\ln I/dx|$ at the line edge. For equal lines and spaces the width is $p/2$ and the edge lies at $\phi=\pi/2$. There $|d\ln I/d\phi|=C$ and $d\phi/dx=2\pi/p$, so the log-slope is $(p/2)(2\pi/p)C=\pi C$. That is 1.89 for circular or unpolarized light and 3.14 for TE.

**Q:** So TE light is what I should have asked for.

**A:** For lines along $y$, yes, if contrast is the aim. If the pattern also has lines along $x$, their beams lie in the $yz$ plane, and light polarized along $y$ is TM for them. At the same period their contrast would be 0.201, if the same light forms both sets of lines. With off-axis illumination each orientation can have its own source points, each polarized TE for its lines, but the points meant for one orientation then add unmodulated light to the other. When the same two-beam light forms both sets of lines, circular and unpolarized light give 0.60 for both orientations. With four such source points and equally strong diffraction orders, the extra single beams raise the constant part from two units to three for any polarization: TE-polarized points give 0.667, and circular or unpolarized points give 0.40.

**Q:** Suppose I try it anyway, and circular light does come out better than unpolarized. Would that refute you?

**A:** First check that the light is still circular. Suppose an illuminator element delays one 45-degree linear component relative to the other by a phase $\delta$. It changes the amplitudes to

$$a'=a\cos\tfrac{\delta}{2}+ib\sin\tfrac{\delta}{2},\qquad b'=b\cos\tfrac{\delta}{2}+ia\sin\tfrac{\delta}{2}.$$

For circular light with $a=ib$ these become $a'=ib\left(\cos\frac{\delta}{2}+\sin\frac{\delta}{2}\right)$ and $b'=b\left(\cos\frac{\delta}{2}-\sin\frac{\delta}{2}\right)$. Therefore

$$|a'|^2-|b'|^2=4|b|^2\cos\tfrac{\delta}{2}\sin\tfrac{\delta}{2}=2|b|^2\sin\delta.$$

The total power is still $2|b|^2$, so $S=\sin\delta$. The other handedness gives $S=-\sin\delta$. For unpolarized light the cross terms contain $\langle ab^*\rangle=0$, and $S$ stays zero.

An assumed path delay of 5.0 nm gives $\delta=2\pi\times5.0/193.4=0.162$. Circular light then has

$$C=0.6005\pm0.3995\,\sin(0.162)=0.665\ \text{or}\ 0.536,$$

depending on its handedness, while unpolarized light stays at 0.6005. The gain comes from surplus TE power in light that has become elliptical.

**Q:** What if the light is perfectly circular, but one beam has the opposite handedness?

**A:** Then the two beams no longer carry the same state. Reverse $b$ in one beam: the TM fringe changes sign, and $C=(1-\cos2\theta)/2=\sin^2\theta=0.3995$. If the reversal is made by a half-wave plate with its axis along TE or TM, unpolarized light gives the same value, since again only the powers enter. A plate turned by an angle $\chi$ also reverses the handedness, but it gives the two hands the phases $e^{\pm2i\chi}$. Circular light then keeps 0.3995, while unpolarized light, a mixture of both hands, falls to $0.3995\,|\cos2\chi|$, which is zero at $\chi=45^\circ$.

Unequal beam strengths also lower $C$. If one amplitude is $q$ times the other, the constant part of the intensity is proportional to $1+q^2$ and the fringe part to $2q$, so $C$ is multiplied by $2q/(1+q^2)$. For $q=0.8$ the contrast is $0.6005\times1.6/1.64=0.586$, for circular and unpolarized light alike.

**Q:** Is there any arrangement in which truly circular light wins?

**A:** Yes. An element that rotates the polarization of one beam by an angle $\gamma$ only gives each hand a phase $e^{\pm i\gamma}$, so circular light keeps $\cos^2\theta$ while unpolarized light falls to $\cos^2\theta\,|\cos\gamma|$. With polarization-neutral optics the same happens when the two rays and the lens axis do not share a plane. A source point displaced along $y$ sends the beams along $(\pm s,\tau,w)$, with $s=\sin\theta$ and $w=\sqrt{1-s^2-\tau^2}$. The period is unchanged, because the $x$ components are. Let the lens turn the field by the smallest rotation that carries $z$ onto each ray. For a ray $(u,v,w)$ this takes $\hat{\mathbf x}$ and $\hat{\mathbf y}$ to

$$\mathbf X=\left(1-\tfrac{u^2}{1+w},\,-\tfrac{uv}{1+w},\,-u\right),\qquad \mathbf Y=\left(-\tfrac{uv}{1+w},\,1-\tfrac{v^2}{1+w},\,-v\right).$$

The circular vectors are $\mathbf e=(\mathbf X\pm i\mathbf Y)/\sqrt2$, one for each ray. The contrast is the modulus of their overlap $Q=\mathbf e_1^*\cdot\mathbf e_2$, and the phase of $Q$ shifts the fringes.

The modulus needs no long algebra. Turning a circular vector about its own ray only multiplies it by a phase. So I may refer both vectors to the plane of the two rays, which enclose an angle $\beta$. The TE parts there have overlap 1 and the TM parts $\cos\beta$, so

$$|Q|=\frac{1+\cos\beta}{2},\qquad \cos\beta=w^2+\tau^2-s^2=1-2s^2,$$

and $|Q|=1-s^2=\cos^2\theta$. Circular light keeps its contrast.

**Q:** And unpolarized light loses some?

**A:** It does. It equals an equal mixture, without mutual coherence, of the two circular states. Their overlaps are complex conjugates, $|Q|e^{\pm i\Omega}$, because $\mathbf X$ and $\mathbf Y$ are real. The two fringe patterns are shifted in opposite directions, and their average has contrast $|Q|\cos\Omega$.

The phase follows from the imaginary part of $Q$, which for the upper sign is $\frac12(\mathbf X_1\cdot\mathbf Y_2-\mathbf Y_1\cdot\mathbf X_2)$. Inserting the two rays, one finds

$$\mathbf X_1\cdot\mathbf Y_2=\frac{s\tau}{1+w}\left[\left(1-\tfrac{s^2}{1+w}\right)-\left(1-\tfrac{\tau^2}{1+w}\right)\right]+s\tau=s\tau\left[1+\frac{\tau^2-s^2}{(1+w)^2}\right].$$

Exchanging the rays reverses the sign of $s$, so $\mathbf Y_1\cdot\mathbf X_2$ is the negative of this. Hence

$$\cos^2\theta\,\sin\Omega=s\tau\left[1+\frac{\tau^2-s^2}{(1+w)^2}\right].$$

For a displacement of 0.20 in numerical aperture, $\tau=0.20/1.70$ and $\Omega=0.109$ rad. Circular light gives 0.6005 and unpolarized light 0.597. The price is a fringe shift of $\Omega p/2\pi=1.56$ nm, in a direction set by the handedness and by the sign of $\tau$.

**Q:** A small win, then.

**A:** Small at this displacement, and it survives only when the phases $\Omega$ of the source points do not cancel, as for a single point or a source lying on one side of $\tau=0$. It grows with $\tau$: at 0.82 in numerical aperture, the most a lens of aperture 1.35 admits for this period, $\Omega=0.49$ rad, unpolarized light falls to 0.529 and the shift is 7.1 nm. These values leave out the entry from water; with unequal TE and TM transmission included, the phase becomes 0.52 rad, the shift 7.5 nm, and the contrasts 0.604 for circular and 0.524 for unpolarized light. If the source also has an equally bright mirror point at $-\tau$, of the same handedness and incoherent with the first, that point has the opposite $\Omega$. At the displacement of 0.20 the sum for circular light then has contrast 0.597 and no shift, as for unpolarized light. With $\tau=0$ the difference vanishes for each point by itself.

**Q:** How far would an actual resist film move the 0.60?

**A:** Here are estimates for the same period, changing one thing at a time. Each applies equally to circular and unpolarized light.

*Entry from water.* The angle in water is $\theta_w=48.3^\circ$. The Fresnel amplitudes, with $n_w$ the water index, are

$$t_{TE}=\frac{2n_w\cos\theta_w}{n_w\cos\theta_w+n\cos\theta}=0.842,\qquad t_{TM}=\frac{2n_w\cos\theta_w}{n\cos\theta_w+n_w\cos\theta}=0.853.$$

The slight TM excess makes $S$ negative and lowers $C$ to 0.596.

*Reflection from below.* Assume that 1 % of the power returns, an amplitude $r=0.1$, with the same tangential reflection for TE and TM. The tangential field is multiplied by $1+re^{i\psi}$ and the normal field by $1-re^{i\psi}$, where $\psi$ varies with depth. With $A=|1+re^{i\psi}|^2$ and $B=|1-re^{i\psi}|^2$,

$$C=\frac{A(1+\cos^2\theta)-B\sin^2\theta}{A(1+\cos^2\theta)+B\sin^2\theta}.$$

This runs from 0.457 at $\psi=\pi$ to 0.714 at $\psi=0$. Over a full vertical period, $\lambda/(2n\cos\theta)=73.4$ nm, $A$ and $B$ have the same average, and the depth-averaged image returns to 0.6005.

*Acid diffusion.* A Gaussian blur of standard deviation $\sigma=5.0$ nm multiplies the fringe by $e^{-2\pi^2\sigma^2/p^2}=0.941$, which leaves 0.565.

*Absorption.* With an extinction index of 0.03, the complex index is $\tilde n=1.70+0.03i$. The decay factor $e^{-2d\,\mathrm{Im}\,k_z}$, with $k_z=(2\pi/\lambda)\sqrt{\tilde n^2-1.074^2}$, removes 22 % of the power over a depth $d=100$ nm. The direction cosines become slightly complex. With equal TE and TM power kept, their moduli change the contrast by less than 0.001.

**Q:** Are those values realistic?

**A:** The wavelength and indices are rough values for this technology. The reflectance, blur, extinction and retardance are assumed sizes, and a given process may differ from them. Among these film effects, reflection moves the local contrast most. Averaged over whole vertical periods, blur moves the contrast most, by about 0.035. A film that does not span whole periods keeps part of the reflection effect: with the same $r$ and depending on its phase, up to about 0.03 at 100 nm thickness and up to about 0.08 at 40 nm. A real underlayer also need not reflect TE and TM alike. Nor need the mask: at fourfold reduction its pitch is 360 nm, under two wavelengths, so its two orders differ in strength and in TE share. For equal lines and spaces with assumed absorbers, 70 nm of index $0.84+1.65i$ or 68 nm of index $2.34+0.59i$, a rigorous diffraction calculation gives about 0.62 or 0.53 in place of 0.60. With the beams in the $xz$ plane TE and TM stay uncoupled, so this applies to circular and unpolarized light alike. The period is not the finest available: at a numerical aperture of 1.35, two beams give 71.6 nm. The angle in the resist is then $52.6^\circ$, the TM contrast is $-0.261$, and circular and unpolarized light both fall to 0.369. The entry from water matters more at this steep angle and lowers that value to 0.341.

**Q:** Then I would choose between circular and unpolarized light on other grounds.

**A:** For two equal beams at opposite pupil points and optics that leave the polarization alone, yes. Retardance along the TE and TM axes leaves the tie intact, but with its axes turned away from them it breaks the tie: 5 nm at 45 degrees in one beam only gives 0.631 or 0.566 for circular light and 0.599 for unpolarized light. Starting from equal TE and TM power, the contrast at a fixed angle rises with the TE share. Beyond $45^\circ$ a TM-rich mixture first passes through zero contrast, because the TM fringe is reversed.
